# Recoil energy at a fixed angle in elastic recoil detection: a numerical check

```python
"""Elastic recoil detection: test of E2 = 4 M1 M2 E cos(phi)^2 / (M1 + M2)^2.

M1, E : mass and kinetic energy of the projectile
M2    : mass of the target atom, initially at rest
phi   : laboratory angle between the beam and the recoil
E2    : kinetic energy of the recoil just after the collision
Masses are in MeV/c^2, energies in MeV and velocities in units of c,
except in the trajectory test, which uses dimensionless units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def recoil_formula(m1, m2, energy, phi):
    return 4 * m1 * m2 * energy * np.cos(phi)**2 / (m1 + m2)**2


def recoil_from_conservation(m1, m2, energy, phi, u=(0.0, 0.0, 0.0), loss=0.0):
    """Nontrivial root of the conservation laws; u is the target velocity."""
    ux, uy, uz = u
    px = m1 * np.sqrt(2 * energy / m1) + m2 * ux
    py, pz = m2 * uy, m2 * uz
    available = energy + m2 * (ux**2 + uy**2 + uz**2) / 2 - loss
    a = 0.5 / m1 + 0.5 / m2
    b = -(px * np.cos(phi) + py * np.sin(phi)) / m1
    c = (px**2 + py**2 + pz**2) / (2 * m1) - available
    p = (-b + np.sqrt(b**2 - 4 * a * c)) / (2 * a)
    return p**2 / (2 * m2)


# Symbolic solution of momentum and energy conservation
M1s, M2s, Es, ps = sp.symbols("M1 M2 E p", positive=True)
cs = sp.symbols("c", positive=True)
p0s = sp.sqrt(2 * M1s * Es)
balance = ps**2 / (2 * M2s) + (p0s**2 - 2 * p0s * ps * cs + ps**2) / (2 * M1s) - Es
roots = [r for r in sp.solve(sp.expand(balance), ps) if r != 0]
assert len(roots) == 1
assert sp.simplify(roots[0]**2 / (2 * M2s)
                   - 4 * M1s * M2s * Es * cs**2 / (M1s + M2s)**2) == 0


# Newtonian trajectories of both particles, read out in the laboratory frame
def collide(m1, m2, impact, kind):
    strength = 0.5 * m1 * m2 / (m1 + m2)

    def rhs(t, y):
        d = y[0:2] - y[2:4]
        r = np.hypot(d[0], d[1])
        if kind == "screened repulsion":
            f = strength * np.exp(-r) * (1 / r + 1 / r**2)
        else:
            f = -2 * strength * r * np.exp(-r**2)
        push = f * d / r
        return np.concatenate((y[4:8], push / m1, -push / m2))

    start = [-20.0, impact, 0.0, 0.0, 1.0, 0.0, 0.0, 0.0]
    end = solve_ivp(rhs, (0, 45), start, method="DOP853", rtol=1e-10,
                    atol=1e-12, max_step=0.2).y[:, -1]
    v1, v2 = end[4:6], end[6:8]
    relative = v1 - v2
    phi = np.arctan2(abs(v2[1]), v2[0])
    theta = np.arctan2(abs(relative[1]), relative[0])
    return phi, theta, m2 * (v2 @ v2) / m1


worst_energy = worst_angle = 0.0
angles = []
for pair in ((35.0, 7.0), (35.0, 19.0), (4.0, 28.0)):
    for kind in ("screened repulsion", "gaussian attraction"):
        for impact in (0.2, 0.7, 1.5):
            phi_t, theta_t, fraction = collide(*pair, impact, kind)
            angles.append(np.degrees(phi_t))
            worst_energy = max(worst_energy,
                               abs(fraction - recoil_formula(*pair, 1.0, phi_t)))
            worst_angle = max(worst_angle, abs(phi_t - (np.pi - theta_t) / 2))
assert worst_energy < 1e-6 and worst_angle < 1e-6
assert max(angles) - min(angles) > 20
sample_phi, sample_theta, sample_fraction = collide(35.0, 7.0, 0.7,
                                                    "screened repulsion")

# Worked example: chlorine-35 beam on a bulk LiF crystal
mev_per_u = const.value("atomic mass constant energy equivalent in MeV")
beam_a, beam_z, beam_energy = 35, 17, 30.0
phi = np.radians(40.0)
alpha = beta = np.radians(20.0)
half_opening = np.radians(0.5)
depth_nm = 10.0
beam_stopping = 5.0                  # keV/nm, rough
inelastic_loss = 3e-3                # MeV, rough
phonon_ev = 0.050                    # eV, rough
temperature = 300.0                  # K
radius_constant = 1.3                # fm, rough
ratio_error = 0.004                  # bound on error of rounded mass ratio
species = {"Li": (7, 3, 0.4), "F": (19, 9, 2.0)}   # A, Z, keV/nm (rough)

m1 = beam_a * mev_per_u
v0 = np.sqrt(2 * beam_energy / m1)
kt_ev = const.k * temperature / const.e
motion_mev = 1e-6 * phonon_ev / 4 / np.tanh(phonon_ev / (2 * kt_ev))
coulomb_e2 = const.fine_structure * const.hbar * const.c / const.e * 1e9
rng = np.random.default_rng(7)

beam_direction = np.array([np.cos(alpha), -np.sin(alpha)])
exit_direction = np.array([np.cos(beta), np.sin(beta)])
assert abs(np.arccos(beam_direction @ exit_direction) - phi) < 1e-12
path_in = depth_nm / abs(beam_direction[1])
path_out = depth_nm / exit_direction[1]

out = {}
for name, (mass_number, charge, recoil_stopping) in species.items():
    m2 = mass_number * mev_per_u
    e2 = recoil_formula(m1, m2, beam_energy, phi)
    factor = e2 / beam_energy
    row = {"head_on": recoil_formula(m1, m2, 1.0, 0.0), "K": factor, "E2": e2}
    assert abs(recoil_from_conservation(m1, m2, beam_energy, phi) / e2 - 1) < 1e-10

    # A second target mass gives the same recoil energy
    row["partner"] = beam_a**2 / mass_number
    twin = recoil_from_conservation(m1, row["partner"] * mev_per_u, beam_energy, phi)
    assert abs(twin / e2 - 1) < 1e-10

    # Largest laboratory scattering angle of the heavier projectile
    cm = np.linspace(0, np.pi, 200001)
    lab = np.arctan2(np.sin(cm), np.cos(cm) + m1 / m2)
    row["max_scatter"] = np.degrees(np.arcsin(m2 / m1))
    assert abs(np.degrees(lab.max()) - row["max_scatter"]) < 1e-5
    assert row["max_scatter"] < np.degrees(phi)

    # Finite detector opening
    spread = (recoil_from_conservation(m1, m2, beam_energy, phi - half_opening)
              - recoil_from_conservation(m1, m2, beam_energy, phi + half_opening))
    row["opening"] = 1e3 * 2 * e2 * np.tan(phi) * 2 * half_opening
    assert abs(1e3 * spread / row["opening"] - 1) < 1e-3

    # Recoil from below the surface, constant stopping powers
    row["depth"] = (factor * beam_stopping * depth_nm / np.sin(alpha)
                    + recoil_stopping * depth_nm / np.sin(beta))
    slowed = beam_energy - 1e-3 * beam_stopping * path_in
    emerging = (recoil_from_conservation(m1, m2, slowed, phi)
                - 1e-3 * recoil_stopping * path_out)
    assert abs(1e3 * (e2 - emerging) / row["depth"] - 1) < 1e-8

    # Energy lost to electronic excitation; second order is of relative size 1e-4
    row["loss"] = 1e3 * 2 * m1 * inelastic_loss / (m1 + m2)
    lossy = recoil_from_conservation(m1, m2, beam_energy, phi, loss=inelastic_loss)
    assert abs(1e3 * (e2 - lossy) / row["loss"] - 1) < 2e-3

    # Thermal and zero-point motion of the target; sampling error is about 0.2%
    sigma_u = np.sqrt(2 * motion_mev / m2)
    speed = np.sqrt(2 * e2 / m2)
    row["motion"] = 1e3 * m2 * speed * sigma_u * np.sqrt(
        ((m1 - m2) / (m1 + m2))**2 + np.tan(phi)**2)
    velocities = rng.normal(0, sigma_u, (3, 200000))
    sampled = recoil_from_conservation(m1, m2, beam_energy, phi, u=velocities)
    assert abs(1e3 * sampled.std() / row["motion"] - 1) < 0.01

    # Relativistic conservation laws
    total1 = m1 + beam_energy
    p1 = np.sqrt(total1**2 - m1**2)
    exact = (2 * m2 * p1**2 * np.cos(phi)**2
             / ((total1 + m2)**2 - p1**2 * np.cos(phi)**2))

    def imbalance(t2):
        p2 = np.sqrt(t2**2 + 2 * t2 * m2)
        left = np.sqrt(p1**2 - 2 * p1 * p2 * np.cos(phi) + p2**2 + m1**2)
        return left + t2 - beam_energy - m1

    solved = brentq(imbalance, 0.5 * e2, 1.5 * e2, xtol=1e-12)
    assert abs(solved / exact - 1) < 1e-8
    row["relativity"] = 1e3 * (exact - e2)

    # Rounded masses
    row["rounding"] = 1e3 * abs(
        recoil_formula(m1, m2 * (1 + ratio_error), beam_energy, phi) - e2)

    # Closest approach, checked through the Coulomb orbit integral
    e_cm = beam_energy * m2 / (m1 + m2)
    d0 = beam_z * charge * coulomb_e2 / e_cm
    closest = d0 / 2 * (1 + 1 / np.cos(phi))
    impact = d0 / 2 * np.tan(phi)
    top = 1 / closest

    def orbit(s):
        w = top * (1 - s**2)
        return impact * 2 * top * s / np.sqrt(1 - d0 * w - impact**2 * w**2)

    assert abs(quad(orbit, 0, 1)[0] - phi) < 1e-6
    row["e_cm"] = e_cm
    row["closest"] = closest
    row["touch"] = radius_constant * (beam_a**(1 / 3) + mass_number**(1 / 3))
    row["time"] = closest * 1e-15 / (v0 * const.c)
    assert closest > 2 * row["touch"]
    out[name] = row

period = const.h / (phonon_ev * const.e)
assert max(r["time"] for r in out.values()) < 1e-6 * period


def both(label, key, fmt, unit):
    print(f"{label}: Li {out['Li'][key]:{fmt}}, F {out['F'][key]:{fmt}} {unit}")


print("TRAJECTORY TEST (18 collisions, two force laws)")
print(f"Recoil angles covered: {min(angles):.1f} to {max(angles):.1f} degrees")
print(f"Largest error of E2/E: {worst_energy:.1e} (dimensionless)")
print(f"Largest error of phi=(pi-theta)/2: {worst_angle:.1e} rad")
print(f"Sample, masses 35 and 7: phi {np.degrees(sample_phi):.3f} degrees")
print(f"Sample centre-of-mass angle: {np.degrees(sample_theta):.3f} degrees")
print(f"Sample E2/E from trajectory: {sample_fraction:.6f}")
print(f"Sample E2/E from formula: {recoil_formula(35, 7, 1, sample_phi):.6f}")
print("INPUTS")
print(f"Beam: mass number {beam_a}, charge number {beam_z}, {beam_energy:.1f} MeV")
print(f"Target mass numbers: Li {species['Li'][0]}, F {species['F'][0]}")
print(f"Recoil angle: {np.degrees(phi):.1f} degrees")
print(f"Beam and exit angles to surface: {np.degrees(alpha):.1f} degrees each")
print(f"Detector half-opening: {np.degrees(half_opening):.2f} degrees")
print(f"Depth: {depth_nm:.1f} nm; beam stopping (rough): {beam_stopping:.1f} keV/nm")
print(f"Recoil stopping (rough): Li {species['Li'][2]}, F {species['F'][2]} keV/nm")
print(f"Inelastic loss (rough): {1e3 * inelastic_loss:.1f} keV")
print(f"Phonon energy (rough): {1e3 * phonon_ev:.0f} meV; T = {temperature:.0f} K")
print(f"Nuclear radius constant (rough): {radius_constant:.1f} fm")
print(f"Bound on mass-ratio rounding: {100 * ratio_error:.1f} percent")
print("RESULTS")
both("4 M1 M2/(M1+M2)^2", "head_on", ".4f", "(dimensionless)")
print(f"cos(phi)^2: {np.cos(phi)**2:.4f} (dimensionless)")
both("Kinematic factor K", "K", ".4f", "(dimensionless)")
both("Recoil energy E2", "E2", ".3f", "MeV")
print(f"Separation of F and Li: {out['F']['E2'] - out['Li']['E2']:.3f} MeV")
both("Other mass with same E2", "partner", ".1f", "u")
both("Largest beam scattering angle", "max_scatter", ".2f", "degrees")
print("NEGLECTED EFFECTS")
both("Full spread from detector opening", "opening", ".0f", "keV")
both("Energy decrease from depth", "depth", ".0f", "keV")
both("Energy decrease from inelastic loss", "loss", ".2f", "keV")
both("Rms spread from target motion", "motion", ".2f", "keV")
both("Relativistic minus nonrelativistic E2", "relativity", ".2f", "keV")
both("Bound on effect of rounded masses", "rounding", ".0f", "keV")
print(f"Target kinetic energy per direction: {1e9 * motion_mev:.1f} meV")
both("Centre-of-mass energy", "e_cm", ".2f", "MeV")
both("Closest approach", "closest", ".1f", "fm")
both("Sum of nuclear radii (rough)", "touch", ".1f", "fm")
both("Collision time", "time", ".1e", "s")
print(f"Lattice vibration period: {period:.1e} s")
print("all assertions hold")
```

Running it gives:

```
TRAJECTORY TEST (18 collisions, two force laws)
Recoil angles covered: 30.9 to 85.2 degrees
Largest error of E2/E: 4.7e-11 (dimensionless)
Largest error of phi=(pi-theta)/2: 2.0e-10 rad
Sample, masses 35 and 7: phi 67.806 degrees
Sample centre-of-mass angle: 44.388 degrees
Sample E2/E from trajectory: 0.079273
Sample E2/E from formula: 0.079273
INPUTS
Beam: mass number 35, charge number 17, 30.0 MeV
Target mass numbers: Li 7, F 19
Recoil angle: 40.0 degrees
Beam and exit angles to surface: 20.0 degrees each
Detector half-opening: 0.50 degrees
Depth: 10.0 nm; beam stopping (rough): 5.0 keV/nm
Recoil stopping (rough): Li 0.4, F 2.0 keV/nm
Inelastic loss (rough): 3.0 keV
Phonon energy (rough): 50 meV; T = 300 K
Nuclear radius constant (rough): 1.3 fm
Bound on mass-ratio rounding: 0.4 percent
RESULTS
4 M1 M2/(M1+M2)^2: Li 0.5556, F 0.9122 (dimensionless)
cos(phi)^2: 0.5868 (dimensionless)
Kinematic factor K: Li 0.3260, F 0.5353 (dimensionless)
Recoil energy E2: Li 9.780, F 16.059 MeV
Separation of F and Li: 6.279 MeV
Other mass with same E2: Li 175.0, F 64.5 u
Largest beam scattering angle: Li 11.54, F 32.88 degrees
NEGLECTED EFFECTS
Full spread from detector opening: Li 286, F 470 keV
Energy decrease from depth: Li 59, F 137 keV
Energy decrease from inelastic loss: Li 5.00, F 3.89 keV
Rms spread from target motion: Li 0.87, F 0.92 keV
Relativistic minus nonrelativistic E2: Li -3.16, F -4.48 keV
Bound on effect of rounded masses: Li 26, F 19 keV
Target kinetic energy per direction: 16.7 meV
Centre-of-mass energy: Li 5.00, F 10.56 MeV
Closest approach: Li 16.9, F 24.1 fm
Sum of nuclear radii (rough): Li 6.7, F 7.7 fm
Collision time: Li 1.3e-21, F 1.9e-21 s
Lattice vibration period: 8.3e-14 s
all assertions hold
```
